# Why soft or stiff stripes dominate a stretched lateral heterostructure

**Question.** A lateral heterostructure is a single sheet made of parallel stripes of two materials, bonded edge to edge. Why does its stiffness follow the soft stripes when it is pulled across them, and the stiff stripes when it is pulled along them? When does this rule fail?

**Answer.** The direction of pull decides which quantity the stripes must share. Pulled across, they all carry the same tension, and the soft ones stretch more. Pulled along, they all undergo the same strain, and the stiff ones carry more force. How far this amounts to dominance depends on the widths as well as the stiffnesses.

### The sheet and its constants

Let \(x\) run across the stripes and \(y\) along them. Stripe \(i\) occupies a fraction \(f_i\) of the total width, with \(\sum_i f_i=1\), and \(\langle A\rangle=\sum_i f_iA_i\) denotes a width average. Tension \(N\) is force per unit length of cut, positive when it pulls. The sheet is flat and the strains are small, so each material responds linearly.

A crystal with a threefold axis needs two elastic constants in its plane. To see this, write the strain as \(s=e_{xx}+e_{yy}\) and \(\gamma=e_{xx}-e_{yy}+2ie_{xy}\). A rotation by \(\theta\) leaves \(s\) unchanged and multiplies \(\gamma\) by a phase \(e^{\pm2i\theta}\). The elastic energy is quadratic, so it can contain \(s^2\), \(|\gamma|^2\), \(s\gamma\), \(\gamma^2\) and conjugates. For \(\theta=120^\circ\) the last two kinds acquire phases different from 1, and symmetry forbids them. The two surviving terms are isotropic. They are equivalent to a Young modulus \(Y\) (tension divided by strain in a simple pull) and a Poisson ratio \(\nu\) (sideways contraction divided by extension).

The formulas below keep their form in atomic units, where \(Y\) is in hartree per square bohr. Numbers are given in eV/Å\(^2\).

### Pulling across: one tension, different strains

Cut the sheet along any line parallel to the stripes. The material on one side of the cut is at rest, so the force through the cut balances the external pull. This holds for every such cut, and each stripe therefore carries the same tension \(N\). If each stripe is free to contract sideways, its strain is

\[
e_i=\frac{N}{Y_i}.
\]

The elongations add. Divided by the total width, they give the mean strain

\[
e=\sum_i f_ie_i=N\left\langle\frac1Y\right\rangle ,
\qquad
Y_{\rm ser}=\frac Ne=\frac{1}{\langle 1/Y\rangle}.
\]

This is the law of springs in series. The fraction of the elongation supplied by stripe \(i\) is

\[
p_i=\frac{f_ie_i}{e}=\frac{f_i/Y_i}{\langle1/Y\rangle}.
\]

It is also the stripe's fraction of the elastic energy: the energy per area is \(\tfrac12Ne_i\), and \(N\) is common to all.

### Pulling along: one strain, different tensions

Now pull on the ends of the stripes, moving each end as a straight line. Bonded neighbours lengthen together, so all have the same strain \(e\), and stripe \(i\) carries \(N_i=Y_ie\). The forces add. Divided by the total width, they give

\[
\bar N=\sum_i f_iY_ie=\langle Y\rangle e,
\qquad Y_{\rm par}=\langle Y\rangle .
\]

This is the law of springs in parallel. The fraction of the force carried by stripe \(i\) is

\[
q_i=\frac{f_iY_i}{\langle Y\rangle},
\]

and it is again the energy fraction, because the energy per area is \(\tfrac12Y_ie^2\) with common \(e\).

Different Poisson ratios do not disturb this result if the side edges are free and the ends may slide sideways. Each stripe then contracts by its own \(\nu_ie\) in the \(x\) direction, its neighbours move over to follow, and no tension across the stripes arises.

### What dominance means

The energy fractions also measure how strongly each material controls the stiffness. Differentiate \(\ln Y_{\rm ser}=-\ln\sum_jf_j/Y_j\):

\[
\frac{\partial\ln Y_{\rm ser}}{\partial\ln Y_i}
=-\,Y_i\,\frac{-f_i/Y_i^2}{\langle1/Y\rangle}=p_i .
\]

Likewise,

\[
\frac{\partial\ln Y_{\rm par}}{\partial\ln Y_i}
=Y_i\frac{f_i}{\langle Y\rangle}=q_i .
\]

A 1 % change in \(Y_i\) thus changes the sheet's modulus by \(p_i\) or \(q_i\) per cent. I call a material dominant when its fraction exceeds one half.

Let the soft material have \(Y_s,f_s\), the stiff one \(Y_h,f_h\), and let \(r=Y_s/Y_h<1\). The soft material dominates across if \(f_s/Y_s>f_h/Y_h\), that is, \(f_s/f_h>r\). The stiff one dominates along if \(f_hY_h>f_sY_s\), that is, \(f_s/f_h<1/r\). Both statements hold together when

\[
r<\frac{f_s}{f_h}<\frac1r .
\]

Equal widths always satisfy this condition of the spring formulas, but the dominance is slight when \(r\) is close to 1. In the opposite limit the rule becomes sharp. As \(Y_h\to\infty\), \(Y_{\rm ser}\to Y_s/f_s\), because only the soft stripes stretch. As \(Y_s\to0\), \(Y_{\rm par}\to f_hY_h\), because only the stiff stripes carry load.

Take a model pair with moduli 2 and 20 eV/Å\(^2\) and equal widths:

\[
Y_{\rm ser}=\frac{1}{0.5/2+0.5/20}=3.636,\qquad
Y_{\rm par}=\frac{2+20}{2}=11.000\ \text{eV/Å}^2 .
\]

The soft share across and the stiff share along are both 90.9 %. Doubling the soft modulus raises the series value by 83.3 % and the parallel value by 9.1 %. Doubling the stiff modulus instead raises them by 4.8 % and 90.9 %.

The rule fails if the soft stripes are too narrow. By the series formula, they need 9.1 % of the width in this pair to supply half of the elongation (slightly more if the stripes are long). At 5 % of the width they supply 34.5 %, and the stiff material dominates in both directions. The rule also fails if the stiff stripes are too narrow: when they fill less than 9.1 % of the width, the soft material dominates in both directions.

### How much the two directions differ

For two materials \(a\) and \(b\), multiply out the ratio of the moduli:

\[
\frac{Y_{\rm par}}{Y_{\rm ser}}=\langle Y\rangle\left\langle\frac1Y\right\rangle
=f_a^2+f_b^2+f_af_b\left(\frac{Y_a}{Y_b}+\frac{Y_b}{Y_a}\right).
\]

Subtract \(1=(f_a+f_b)^2=f_a^2+f_b^2+2f_af_b\):

\[
\frac{Y_{\rm par}}{Y_{\rm ser}}-1=f_af_b\,\frac{(Y_a-Y_b)^2}{Y_aY_b}.
\]

The difference is of second order in the contrast. Two similar materials therefore give a sheet with almost the same stiffness in both directions, although the shares \(p_i\) and \(q_i\) already differ at first order.

### The correction that series springs miss

Springs have no width, but stripes do. In a pull across, a soft stripe stretches more and, for similar Poisson ratios, tends to shrink more along its length. Its stiff neighbour resists through the bond.

Consider stripes much longer than they are wide, in a regular alternation. Far from their ends the strain does not depend on \(y\). Compatibility of the displacements then allows \(e_{yy}\) to vary at most linearly with \(x\) within a stripe. The midline of each stripe is a mirror line, so the slope is zero, and bonding makes the value the same in all stripes. Call it \(e_y\), and let \(S_i\) be the tension along stripe \(i\). Hooke's law reads

\[
e_{y}=\frac{S_i-\nu_iN}{Y_i},\qquad
e_{xx,i}=\frac{N-\nu_iS_i}{Y_i}.
\]

The first equation gives \(S_i=Y_ie_y+\nu_iN\). The ends of the stripes are free, so the total force along \(y\) vanishes:

\[
\langle S\rangle=\langle Y\rangle e_y+\langle\nu\rangle N=0
\quad\Rightarrow\quad
e_y=-\frac{\langle\nu\rangle}{\langle Y\rangle}N .
\]

Insert \(S_i\) into the second equation:

\[
e_{xx,i}=\frac{1-\nu_i^2}{Y_i}N-\nu_ie_y .
\]

Averaging over the width and dividing by \(N\) gives

\[
\frac1{Y_\perp}=\left\langle\frac1Y\right\rangle-\Delta,\qquad
\Delta=\left\langle\frac{\nu^2}{Y}\right\rangle-\frac{\langle\nu\rangle^2}{\langle Y\rangle}.
\]

For two materials, multiply \(\Delta\) by \(\langle Y\rangle\). The terms in \(f_a^2\) and \(f_b^2\) cancel, leaving

\[
\langle Y\rangle\Delta=f_af_b\left(\nu_a^2\frac{Y_b}{Y_a}+\nu_b^2\frac{Y_a}{Y_b}-2\nu_a\nu_b\right)
=f_af_bY_aY_b\left(\frac{\nu_a}{Y_a}-\frac{\nu_b}{Y_b}\right)^2 .
\]

This is never negative, so the bond can only stiffen the sheet. The correction vanishes if \(\nu/Y\) is the same in both materials, since both then contract equally under the same tension. It also fades for stripes much shorter than they are wide, whose nearby free ends let each one contract on its own.

With \(\nu=0.25\) in both materials, the model pair at equal widths rises from 3.636 to 3.795 eV/Å\(^2\). A finite-element calculation, which imposes neither a common tension nor a common strain inside the sheet, was made for the same pair with 40 % soft width. Long stripes gave 4.5350 eV/Å\(^2\), equal to the formula at this precision. Stripes with a length of 2 % of the pattern's period gave 4.3507 on a coarse mesh and 4.3499 when the mesh is refined, close to the series value 4.3478.

The correction can even reverse the order of the two directions. Let both materials have modulus 10 eV/Å\(^2\), with Poisson ratios 0 and 0.4 and equal widths. Then \(Y_{\rm par}=10\), while \(\Delta=0.25\times100\times(0.04)^2/10=0.004\) Å\(^2\)/eV and \(Y_\perp=1/(0.1-0.004)=10.417\) eV/Å\(^2\). The sheet is stiffer across its stripes, which no pair of spring formulas can produce. The coupling also separates the elongation share from the energy share, and for close moduli it can overturn the rule at equal widths: with moduli 9.5 and 10 eV/Å\(^2\) and Poisson ratios 0.4 and 0, long soft stripes supply only 49.1 % of the elongation and 47.0 % of the energy in a pull across.

### Larger strains

At larger strain, let each material soften as \(N=Ye(1-be)\), with the same \(b\) in both materials and for both directions of pull. Along the stripes the strain is common, so the secant modulus \(\bar N/e\) is \(Y_{\rm par}(1-be)\). Across them, solve for the strain to second order in \(N\) and average:

\[
e_i=\frac N{Y_i}+b\frac{N^2}{Y_i^2}+\dots,\qquad
e=N\left\langle\frac1Y\right\rangle+bN^2\left\langle\frac1{Y^2}\right\rangle+\dots
\]

In the second-order term \(N\) may be replaced by \(Y_{\rm ser}e\). Solving for \(N\) and dividing by \(e\) gives

\[
\frac Ne\simeq Y_{\rm ser}\left[1-be\,\frac{\langle Y^{-2}\rangle}{\langle Y^{-1}\rangle^2}\right].
\]

The mean of a square is at least the square of the mean, so the factor after \(be\) is at least 1. For the model pair at equal widths it is \(0.12625/0.275^2\approx1.67\). The soft stripes take more than the average strain and so soften earlier. To this order, nonlinearity strengthens their control across the stripes.

### A real case: MoS\(_2\) and WS\(_2\)

These two crystals have nearly equal lattice constants and can be joined side by side. Take rough typical moduli of 8.0 eV/Å\(^2\) for MoS\(_2\) and 9.0 eV/Å\(^2\) for WS\(_2\), with Poisson ratios 0.25 and 0.22. The stripes are 5 nm wide and much longer than that, the sheet is 100 nm wide in all, and the mean strain is 1 %. Then

\[
Y_{\rm ser}=\frac{2\times8\times9}{8+9}=8.471\ \text{eV/Å}^2\ (135.7\ \text{N/m}),
\]
\[
Y_{\rm par}=8.500\ \text{eV/Å}^2\ (136.2\ \text{N/m}).
\]

The excess of the second over the first is \(0.25\times1/72\approx0.35\) %. Poisson coupling raises the modulus across by 0.08 % and reduces the excess to 0.26 %.

Across the stripes the series tension is 0.0847 eV/Å\(^2\). It strains MoS\(_2\) by 1.059 % and WS\(_2\) by 0.941 %, so the two materials supply 0.529 nm and 0.471 nm of the 1 nm elongation. For long stripes, Poisson coupling shifts these to 0.526 nm and 0.474 nm. Along the stripes, at the same 1 % strain, they carry 0.080 and 0.090 eV/Å\(^2\). In the spring formulas, the soft share across and the stiff share along are both \(9/17=52.9\) %. For long stripes the energy share of MoS\(_2\) across is 52.3 %. With these assumed moduli the rule holds, but by a narrow margin.

The small difference between the directions depends strongly on the input: changing the WS\(_2\) modulus from 9.0 to 9.5 would more than double it. Several neglected effects change each modulus by more than this difference, and they act almost equally in both directions only under the assumptions stated with each estimate:

- **Nonlinearity.** With a rough \(b=2\), which puts the peak tension at \(e=1/(2b)=25\) %, the secant modulus falls by 2.0 % in both directions. The two reductions differ by only 0.007 percentage points if \(b\) is the same for both directions of pull. Threefold symmetry does not guarantee this, since it makes only the linear response isotropic. At 1 % strain, a difference of 0.35 in \(b\) would matter as much as the 0.35 % excess found above.
- **Seams.** Suppose each junction is a strip 0.32 nm wide and 10 % softer than the mean, an assumed figure. As a third spring it lowers the modulus by 0.68 % across and 0.64 % along. A much weaker seam would separate the directions: it fills 6.4 % of the width, so along the stripes it can cost about that much at most, while across them its compliance has no upper limit.
- **Thermal ripples.** Pulling a rippled sheet also flattens it, which adds compliance.

The ripple term can be estimated for a uniform sheet of bending stiffness \(\kappa\). In the harmonic approximation, equipartition gives a height mode of wavevector \(\mathbf q\) the mean square \(k_BT/(\kappa q^4+Nq_x^2)\) per unit area. The length hidden in ripples, per unit length, is \(\tfrac12\langle h_x^2\rangle\), where \(h_x\) is the slope. Its decrease with tension, with \(c=\cos\theta\), is

\[
\frac{k_BT}{8\pi^2}\int_0^{2\pi}\!\!d\theta\int_0^\infty\!\frac{c^4\,q\,dq}{(\kappa q^2+Nc^2)^2}
=\frac{k_BT}{8\pi^2}\int_0^{2\pi}\!\frac{c^2\,d\theta}{2\kappa N}=\frac{k_BT}{16\pi\kappa N}.
\]

With a rough \(\kappa=10\) eV, 300 K and the tension above, this is 0.51 % of \(1/Y\). It is the added compliance for a small further pull; counted from zero tension, the effect is several times larger and, in this approximation, grows with the size of the sheet. The compliance for a small further pull is the same for both directions at equal tension. The effect counted from zero tension is not, unless the sheet is square: for a 100 nm by 200 nm sheet with supported edges it amounts to about 3.2 % of the strain across and 2.7 % along, a difference larger than the gap found above. These last figures are only indicative, because the harmonic approximation fails for unstretched ripples longer than roughly 50 nm.

### Does the sheet stay flat?

The lattice constants differ by a misfit \(m\), roughly 0.2 %. Bonded stripes of equal width must share one length, so their strains along \(y\) obey \(e_a-e_b=m\), while force balance requires \(Y_ae_a+Y_be_b=0\). If the slight in-plane bending of a finite sheet is neglected, the built-in stresses are therefore \(\pm N_m\), with

\[
N_m=m\frac{Y_aY_b}{Y_a+Y_b}=0.0085\ \text{eV/Å}^2 .
\]

In linear elasticity such stresses leave the moduli unchanged, but one material is compressed and could buckle. Let the stress be \(\pm N_0\) in stripes of width \(w\), and try a height \([A+\varphi(x)]\cos qy\) with \(qw\ll1\), where \(\varphi\) has the period of the pattern. Let \(\sigma(x)=1\) in compressed stripes and \(-1\) in the others. Up to a common factor, the leading energy is

\[
\kappa q^4A^2+\kappa\langle\varphi''^2\rangle-2N_0q^2A\langle\sigma\varphi\rangle .
\]

Define \(G\) as the periodic function with zero mean slope and \(G''=\sigma\), chosen to vanish at the junctions. Minimizing over \(\varphi\) gives \(\varphi''=(N_0q^2A/\kappa)G\), and the energy becomes \(q^4A^2(\kappa-N_0^2\langle G^2\rangle/\kappa)\). Within a stripe \(|G|=x(w-x)/2\), so \(\langle G^2\rangle=w^4/120\). The flat state becomes unstable at

\[
N_c=\frac{\sqrt{120}\,\kappa}{w^2}=\frac{10.95\times10}{50^2}=0.0438\ \text{eV/Å}^2 .
\]

A numerical solution at \(qw=0.3\) agreed within 2 %, and the threshold rose through \(qw=1\), 2 and 4. Pulling across adds Poisson stresses of \(\pm0.0024\) eV/Å\(^2\) along the stripes. Even if they add to the misfit stress, the sum is about a quarter of the threshold. Since \(N_c\propto1/w^2\), the margin shrinks quickly: in this model of an endless pattern, misfit alone would buckle an unloaded sheet with stripes wider than about 11 nm. Free side edges lower the threshold by an amount that depends on how the pattern ends. With half-width stripes of the same material at both edges the factor is about 2 or less. With twenty full stripes, and so different materials at the two edges, it is nearly 9 and grows with the total width. In that case the threshold lies below the misfit stress, so even the 100 nm sheet of this example may buckle when unloaded. Pulled along its stripes by 1 %, it has every stripe in tension and stays flat. Where buckles do form, the flat-sheet formulas apply only after they have been pulled out.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
MODEL PAIR: moduli 2 and 20 eV/A^2, Poisson 0.25
equal widths: across, series 3.636 eV/A^2
equal widths: across, long stripes 3.795 eV/A^2
equal widths: along 11.000 eV/A^2
soft share across (series) 90.9 %
stiff share along 90.9 %
double soft modulus: across +83.3 %, along +9.1 %
double stiff modulus: across +4.8 %, along +90.9 %
soft width fraction for half share across 9.1 %
soft share across at soft width 5 %: 34.5 %
FE check, soft width 40 %: along 12.8000, formula 12.8000 eV/A^2
FE short stripes across 4.3507, series 4.3478 eV/A^2
FE long stripes across 4.5350, formula 4.5350 eV/A^2
equal moduli 10 eV/A^2, Poisson 0 and 0.4: FE across 10.417 eV/A^2
MoS2/WS2 (rough): moduli 8.0, 9.0 eV/A^2; Poisson 0.25, 0.22
stripe width 5 nm, total width 100 nm, strain 1 %
across, series 8.4706 eV/A^2 = 135.7 N/m
across, long stripes 8.4776 eV/A^2 = 135.8 N/m
along 8.5000 eV/A^2 = 136.2 N/m
along over series, excess 0.347 %
along over long-stripe across, excess 0.264 %
Poisson coupling raises across modulus by 0.083 %
series tension at this strain 0.0847 eV/A^2
series strains: MoS2 1.059 %, WS2 0.941 %
elongation: all MoS2 0.529 nm, all WS2 0.471 nm
MoS2 share across 52.9 %, WS2 share along 52.9 %
tensions along: MoS2 0.080, WS2 0.090 eV/A^2
nonlinear coefficient b 2.0 (rough), peak tension at 25 % strain
nonlinear secant change: across -2.007 %, along -2.000 %
bending stiffness 10 eV (rough), misfit 0.2 % (rough)
misfit stress 0.0085 eV/A^2, buckling threshold 0.0438 eV/A^2
Poisson stress along stripes, across pull: MoS2 +0.0024, WS2 -0.0024 eV/A^2
temperature 300 K, kT 0.02585 eV
ripple compliance relative to 1/Y: 0.51 %
seam 0.32 nm wide, 10 % softer (assumed): across -0.68 %, along -0.64 %
```
